\section*{Mass Polarization in the Recoil Shift of K-Alpha Lines}

\section*{Question}

A K-alpha line is emitted when an electron drops from 2p into a hole in 1s. The nucleus has a finite mass and recoils, which shifts the line. One part of the shift, the normal mass shift, comes from the squared momenta of the single electrons. The other, the specific mass shift, comes from mass polarization, the coupling of the momenta of different electrons. What are the sign and size of the specific shift relative to the normal one, and how does their ratio depend on the nuclear charge $Z$?

\section*{Answer in brief}

The specific shift has the opposite sign. In a nonrelativistic mean-field estimate it cancels about three tenths of the normal shift at Ni and close to one third near $Z=42$. ``Roughly a third'' is therefore a statement about medium-heavy atoms. Screening makes the fraction much smaller in light atoms, and without screening this estimate, which keeps only the pairs of a 1s and a 2p electron, would give $2^{13}/3^{9}\approx0.416$.

\section*{Recoil energy and its two parts}

Atomic units are used, with $\hbar=e=m=1$, so the nuclear mass $M$ is in electron masses. The nucleus is a point, and shifts are measured from an infinitely heavy nucleus, to first order in $1/M$. Only the internal energies of the atom are considered. The recoil of a free atom from the emitted photon, which lowers the photon energy by a further $\omega^2/(2Mc^2)$, or about 0.5 meV for Ni, is left out.

Let $\mathbf r_i$ be the position of electron $i$ relative to the nucleus and $\mathbf p_i$ its conjugate momentum. In the frame where the atom has zero total momentum, $\mathbf p_i$ is also the electron's own momentum, and the nucleus carries $-\sum_i\mathbf p_i$. Its kinetic energy is
\begin{equation}
\frac{1}{2M}\Big(\sum_i\mathbf p_i\Big)^2
=\frac{1}{2M}\sum_i p_i^2+\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j .
\label{recoil}
\end{equation}
The factor $1/2$ is absent from the last term because each pair occurs twice in the square.

Let K denote the atom with a 1s hole and L the atom with a 2p hole. The line energy is $\omega=E_K-E_L>0$.

\subsection*{Normal shift}

The first term of (\ref{recoil}) is the electronic kinetic energy $T$ divided by $M$. To relate $T$ to $\omega$, stretch all coordinates of a state by $1/\lambda$. The kinetic energy becomes $\lambda^2T$ and the Coulomb energy $\lambda V$. An exact or fully optimized Hartree--Fock state is stationary at $\lambda=1$, so
\begin{equation}
2T+V=0,\qquad E=T+V=-T .
\end{equation}
Hence $T_K-T_L=-\omega$, and the shift of the line is
\begin{equation}
\delta\omega_{\rm N}=\frac{T_K-T_L}{M}=-\frac{\omega}{M}.
\label{nms}
\end{equation}
The final state L is more tightly bound and has more kinetic energy. Recoil raises it more than the initial state, and the line energy falls.

\subsection*{Specific shift}

In a single determinant, the expectation value of a two-electron operator is a direct minus an exchange term for each pair of occupied spin orbitals:
\begin{equation}
\Big\langle\sum_{i<j}\mathbf p_i\cdot\mathbf p_j\Big\rangle
=\sum_{i<j}\Big[\langle i|\mathbf p|i\rangle\cdot\langle j|\mathbf p|j\rangle
-\langle i|\mathbf p|j\rangle\cdot\langle j|\mathbf p|i\rangle\Big].
\end{equation}
The direct terms vanish, since $\mathbf p$ is odd under inversion and each orbital has definite parity. Because $\mathbf p$ is Hermitian, the exchange product is a sum of absolute squares. It needs equal spins, since $\mathbf p$ does not act on spin. Thus
\begin{equation}
\Big\langle\sum_{i<j}\mathbf p_i\cdot\mathbf p_j\Big\rangle
=-\sum_{\substack{i<j\\ \text{equal spin}}}|\langle i|\mathbf p|j\rangle|^2\le0 .
\label{exchange}
\end{equation}
Antisymmetry makes the momenta of equal-spin electrons point, on average, against each other. This reduces the recoil of the nucleus.

The estimate keeps the pairs made of a 1s and a 2p electron. For real orbitals $2p_x,2p_y,2p_z$, each pair has one nonzero momentum component, and all three give the same square,
\begin{equation}
D=|\langle 2p_z|p_z|1s\rangle|^2 .
\end{equation}
With both shells full, each spin has $1\times3$ pairs, six in all. A 1s hole removes all three pairs of its spin and leaves three. A 2p hole removes one and leaves five. Explicit evaluation of the operator on antisymmetric states gives the same values, $-6$, $-3$ and $-5$ in units of $D$. With $D_K$ and $D_L$ for the orbitals of the two hole states,
\begin{equation}
\delta\omega_{\rm S}=\frac{(-3D_K)-(-5D_L)}{M}=\frac{5D_L-3D_K}{M}.
\label{sms}
\end{equation}
If both states used the same orbitals, this would be $2D/M>0$. The final state has two more pairs than the initial one, so mass polarization lowers it more and the line energy rises. The cancelled fraction is
\begin{equation}
r=-\frac{\delta\omega_{\rm S}}{\delta\omega_{\rm N}}=\frac{5D_L-3D_K}{\omega},
\qquad
\delta\omega_{\rm N}+\delta\omega_{\rm S}=-\frac{\omega}{M}(1-r).
\label{ratio}
\end{equation}
The nuclear mass drops out of $r$.

\section*{The momentum matrix element}

The normalized screened orbitals are
\begin{equation}
\phi_{1s}=\sqrt{\frac{a^3}{\pi}}\,e^{-ar},\qquad
\phi_{2p_z}=\sqrt{\frac{b^5}{\pi}}\,z\,e^{-br}.
\end{equation}
An effective charge $Z_{\rm eff}$ gives $a=Z_{\rm eff}$ for 1s and $b=Z_{\rm eff}/2$ for 2p. Since $\partial_z r=z/r$, the derivative of the 1s orbital is $-a(z/r)\phi_{1s}$. The angular average of $z^2$ is $r^2/3$, so
\begin{align}
\langle2p_z|\partial_z|1s\rangle
&=-\frac{a\sqrt{a^3b^5}}{\pi}\int\frac{z^2}{r}\,e^{-(a+b)r}\,d^3r\nonumber\\
&=-\frac{a\sqrt{a^3b^5}}{\pi}\,\frac{4\pi}{3}\int_0^\infty r^3e^{-(a+b)r}\,dr\nonumber\\
&=-\frac{4a^{5/2}b^{5/2}}{3}\,\frac{3!}{(a+b)^4}
=-\frac{8(ab)^{5/2}}{(a+b)^4}.
\end{align}
The factor $-i$ in $p_z=-i\partial_z$ does not affect the absolute square:
\begin{equation}
D=\frac{64(ab)^5}{(a+b)^8}.
\label{D}
\end{equation}

\section*{The unscreened limit}

Without screening, $a=Z$, $b=Z/2$ and $\omega=\tfrac12Z^2(1-\tfrac14)=\tfrac38Z^2$. Both hole states have the same orbitals, and
\begin{equation}
D=\frac{64\,(Z^2/2)^5}{(3Z/2)^8}=\frac{2^9}{3^8}Z^2,\qquad
r_\infty=\frac{2D}{\omega}=\frac{2^{10}}{3^8}\,\frac{8}{3}=\frac{2^{13}}{3^9}\approx0.416 .
\end{equation}
Both shifts are then proportional to $Z^2/M$, which is why their ratio is a pure number.

This number is the 1s--2p oscillator strength. For one electron with Hamiltonian $H=p^2/2-Z/r$, one has $[z,H]=ip_z$. Taking this between 2p$_z$ and 1s gives $-\omega\langle2p_z|z|1s\rangle=i\langle2p_z|p_z|1s\rangle$, hence $D=\omega^2|\langle2p_z|z|1s\rangle|^2$ and
\begin{equation}
\frac{2D}{\omega}=2\omega\,|\langle2p_z|z|1s\rangle|^2=f_{1s\to2p}.
\end{equation}
Direct integration of the right-hand side gives 0.4162, as the momentum form does.

The commutator also shows why 2s--2p pairs are left out. If 2s and 2p are hydrogenic orbitals of the same effective charge, their energies are equal and the momentum element between them vanishes.

\section*{How screening changes the ratio}

Slater's rules supply the effective charges. A 1s electron is screened by 0.30 by the other 1s electron. A 2s or 2p electron is screened by 0.85 per 1s electron and 0.35 per other electron of its own shell. A 3s or 3p electron is screened by 1.00 per 1s electron, 0.85 per $n=2$ electron and 0.35 per other 3s or 3p electron. A 3d electron is screened by 1.00 per electron in all these inner groups and 0.35 per other 3d electron. The total energy is
\begin{equation}
E=-\frac12\sum_i\frac{Z_{{\rm eff},i}^2}{n_i^2}.
\label{slaterE}
\end{equation}
The rules are applied separately to K and L, so $\omega$ includes the contraction of the shells around each hole.

Consider atoms with full 2s, 2p, 3s and 3p shells. The screening of an $n=2$ electron is $0.85+7(0.35)=3.30$ in K and $2(0.85)+6(0.35)=3.80$ in L. For a 3s or 3p electron it is 10.25 in K and 10.40 in L. A 3d electron, and in these rules any electron with $n\ge4$, sees the same charge in both states and drops out of the difference. Therefore
\begin{align}
\omega=\tfrac12\Big[&2(Z-0.30)^2+\tfrac74(Z-3.80)^2+\tfrac89(Z-10.40)^2\nonumber\\
&-Z^2-2(Z-3.30)^2-\tfrac89(Z-10.25)^2\Big].
\end{align}
Inside the bracket the coefficient of $Z^2$ is $2+\tfrac74-1-2=\tfrac34$. That of $Z$ is $-1.20-13.30+13.20-\tfrac{16}{9}(0.15)=-1.567$. To first order in $1/Z$,
\begin{equation}
\omega\simeq\tfrac38Z^2\Big(1-\frac{2.09}{Z}\Big).
\label{omegaexp}
\end{equation}

For $D$, take the logarithmic differential of (\ref{D}) at $b=a/2$, where $da/(a+b)=\tfrac23\,d\ln a$ and $db/(a+b)=\tfrac13\,d\ln b$:
\begin{equation}
d\ln D=\Big(5-\tfrac{16}{3}\Big)d\ln a+\Big(5-\tfrac83\Big)d\ln b
=-\tfrac13\,d\ln a+\tfrac73\,d\ln b .
\label{sens}
\end{equation}
Near $b=a/2$, the squared element $D$ hardly depends on the 1s exponent but varies as the $7/3$ power of the 2p exponent. In K, $a=Z$ and $d\ln b=-3.30/Z$, so $D_K$ is reduced by the factor $1-7.70/Z$. In L, $d\ln a=-0.30/Z$ and $d\ln b=-3.80/Z$, which gives $1-8.77/Z$. With the weights 5 and 3,
\begin{equation}
5D_L-3D_K\simeq\frac{2^{10}}{3^8}Z^2\Big(1-\frac{5(8.77)-3(7.70)}{2Z}\Big)
=\frac{2^{10}}{3^8}Z^2\Big(1-\frac{10.4}{Z}\Big).
\end{equation}
Dividing by (\ref{omegaexp}) gives the scaling law of the model,
\begin{equation}
r\simeq0.416\Big(1-\frac{8.3}{Z}\Big).
\label{law}
\end{equation}
Screening reduces the combination $5D_L-3D_K$ about five times more strongly than the line energy (10.4 against 2.09), so the ratio falls towards light atoms.

For $Z=18$, 28, 42 and 56, equation (\ref{law}) gives 0.22, 0.29, 0.33 and 0.35. The full model, without expansion in $1/Z$, gives the same values to two digits. These are values of the model with 1s--2p pairs only. Relaxed Hartree--Fock states with all pairs give 0.26 for Ar and 0.32 for both Mo$^{6+}$ and Ba$^{2+}$, so the law is good to about 0.04 in this range, and the all-pair ratio levels off near 0.32 instead of rising further. For $Z=12$, with two electrons in the $n=3$ shell, it gives 0.13. There the screening correction is no longer small, and no Hartree--Fock comparison is made here for this atom, so the value is used only to show the trend.

At the heavy end the limit is relativity. At $Z=56$ the 1s speed is roughly 0.4 of the speed of light, and corrections of relative order $(Z/137)^2$, here about a sixth, are missing. The limit 0.416 is thus a property of the nonrelativistic model restricted to 1s--2p pairs, not a prediction for very heavy atoms. The omitted pairs with $n=3$ electrons also scale as $Z^2$ without screening. For a full $n=3$ shell of hydrogenic orbitals the 1s--3p, 2p--3s and 2p--3d pairs add $+0.141$, $-0.004$ and $-0.193$ to $r$ and lower the limiting value to 0.36.

The shifts themselves scale as $Z^2/M$, apart from screening. Between isotopes whose mass numbers differ by $\Delta A$, the difference scales as $Z^2\Delta A/A^2$. Since $A$ grows roughly in proportion to $Z$, the mass shift per added neutron varies slowly along the periodic table.

\section*{Numbers for nickel}

Take Ni, $Z=28$, in the closed-shell configuration [Ar]3d$^{10}$, so that each hole state can be represented by one determinant. The open-shell ground configuration would add valence couplings that this estimate does not treat.

In K the exponents are $a=28.00$ and $b=(28-3.30)/2=12.35$. In L they are $a=27.70$ and $b=(28-3.80)/2=12.10$. Equation (\ref{D}) gives
\begin{equation}
D_K=\frac{64(28.00\times12.35)^5}{(40.35)^8}=45.04,\qquad
D_L=\frac{64(27.70\times12.10)^5}{(39.80)^8}=43.00 .
\end{equation}
The energies from (\ref{slaterE}) are $-1176.35$ and $-1451.63$ hartree, so
\begin{equation}
\omega=275.28\ \text{hartree}=7491\ \text{eV},\qquad
r=\frac{5(43.00)-3(45.04)}{275.28}=\frac{79.9}{275.28}=0.29 .
\end{equation}

With the orbitals of the closed-shell atom in both states, $D=41.41$. Divided by the relaxed line energy $\omega$, this gives $2D/\omega=0.30$. Relaxation raises $5D_L$ by 7.9 and $3D_K$ by 10.9 above their frozen values. The two changes partly compensate, and the difference falls from 82.8 to 79.9.

For mass number 58, approximate the nuclear mass by 58 atomic mass constants, $M=58\times1822.9$. Then
\begin{equation}
\delta\omega_{\rm N}=-70.9\ \text{meV},\qquad
\delta\omega_{\rm S}=+20.6\ \text{meV},\qquad
\delta\omega_{\rm N}+\delta\omega_{\rm S}=-50.3\ \text{meV}.
\end{equation}
An isotope comparison involves the change of these shifts with $M$. From mass number 58 to 60 each shrinks in magnitude by the fraction $1-58/60=1/30$. The line of the heavier isotope is therefore higher by
\begin{equation}
\frac{70.9-20.6}{30}\ \text{meV}=(2.36-0.69)\ \text{meV}\approx1.7\ \text{meV}.
\end{equation}
This is the mass part alone. A measured isotope shift also contains the effect of the different nuclear charge radii, which is not estimated here.

\section*{How far the estimate can be trusted}

Separate unrestricted Hartree--Fock calculations for the two hole states of Ni include all exchange pairs and let all orbitals relax. They give a line energy of 271.95 hartree and a kinetic-energy difference of $-271.94$ hartree (this figure moves by about 0.01 hartree, to $-271.95$, in a larger basis), which confirms the virial step behind (\ref{nms}). The quantity $M\delta\omega_{\rm S}$ is 81.7, hence $r=0.30$. The simple model gives 79.9 and 0.29.

This agreement is closer than the single approximations would justify. With frozen closed-shell Hartree--Fock orbitals, the 1s--2p pairs contribute $2D=84.7$. The neglected pairs enter with both signs:
\begin{equation}
84.67+13.04-0.35-0.61-7.69=89.06\approx89.1 .
\end{equation}
The term $+13.0$ comes from the 1s--3p pairs that the 1s hole removes from the initial state. The negative terms come from the pairs of one 2p electron with 2s, 3s and 3d, which the 2p hole removes from the final state. The omitted pairs thus add a net 4.4, about 5\% of the 1s--2p part. Relaxation then lowers the total from 89.1 to 81.7, or by 8\%. Divided by the relaxed line energy, the frozen sum would give $r=0.33$ instead of 0.30.

Within nonrelativistic Hartree--Fock theory, the omitted pairs and the relaxation thus each change $r$ for Ni by no more than about 0.03. This term-by-term Hartree--Fock comparison was made for this atom alone. It leaves out electron correlation beyond exchange, the relativistic form of the recoil operator and the fine structure of the 2p hole. Within these limits the sign rests on the pair count, five against three, which outweighs the slightly larger $D_K$, and for Ni the size rests mainly on how strongly screening pulls the 2p exponent below $Z/2$, while towards $Z=56$ the omitted pairs and the relaxation take a growing share. The remaining digits are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Ni, Z = 28  configuration [Ar]3d10
closed shell: 1s exponent a = 27.700, 2p exponent b = 11.925 1/bohr
closed shell: D formula = 41.411, quadrature = 41.411 a.u.
sum p_i.p_j in units of D (full, 1s hole, 2p hole): [-6, -3, -5]
1s hole: a = 28.000, b = 12.350 1/bohr, E = -1176.35 hartree
2p hole: a = 27.700, b = 12.100 1/bohr, E = -1451.63 hartree
D with 1s hole = 45.036 a.u., with 2p hole = 42.997 a.u.
5 D_L - 3 D_K = 79.88 a.u., frozen 2 D = 82.82 a.u.
line energy, Slater model = 275.28 hartree = 7491 eV
cancelled fraction r, relaxed = 0.290, frozen = 0.301
atomic mass constant = 1822.888 electron masses
mass number 58: NMS = -70.85 meV, SMS = 20.56 meV
mass number 58: total mass shift = -50.29 meV
line(60) - line(58): normal part = 2.362 meV
line(60) - line(58): specific part = -0.685 meV
line(60) - line(58): mass total = 1.676 meV
cancelled fraction r against Z (Slater model):
  Z = 12: r = 0.133
  Z = 18: r = 0.221
  Z = 28: r = 0.290
  Z = 42: r = 0.332
  Z = 56: r = 0.354
unscreened limit 2^13/3^9 = 0.4162
length-form 1s-2p oscillator strength = 0.4162
Hartree-Fock, Ni, separately relaxed hole states:
  line energy = 271.95 hartree = 7400 eV
  kinetic energy difference = -271.94 hartree
  M times SMS = 81.73 a.u., r = 0.301
  line(60) - line(58), mass total = 1.632 meV
Hartree-Fock, Ni, frozen closed-shell orbitals (a.u.):
  D(1s-2p) = 42.33, so 2 D = 84.67
  1s with all 3p: +13.04
  one 2p with 2s: -0.35, with 3s: -0.61
  one 2p with all 3d: -7.69
  M times SMS, all pairs = 89.06
\end{verbatim}
